\section*{Anderson's orthogonality catastrophe from a Cauchy determinant, on a one-impurity chain}

\section{Definitions and conventions}

Spinless fermions hop on an open chain with sites $x=-(D-1),\dots,D-1$ and hard walls at $x=\pm D$. Without and with an impurity the Hamiltonians are
\begin{equation}
H_0=-t\sum_x\left(c_x^\dagger c_{x+1}+\text{h.c.}\right),\qquad H=H_0+U\,c_0^\dagger c_0 ,\qquad t>0 .
\end{equation}
I take $U>0$; the attractive case is treated at the end of Section 4. The quantity sought is the squared overlap $|S|^2$ of the two ground states at equal particle number.

Orbitals have definite parity. The $D-1$ odd ones vanish at $x=0$ and do not feel $U$. The $D$ even ones form the scattering channel. Their energies, in ascending order, are $\varepsilon_m$ (orbitals $\varphi_m$) without the impurity and $E_n$ (orbitals $\psi_n$) with it.

An even orbital that vanishes at the walls is $\psi(x)\propto\sin k(D-|x|)$, with energy $-2t\cos k$. At the centre $E\psi(0)=U\psi(0)-2t\psi(1)$. Inserting $\sin k(D-1)=\sin kD\cos k-\cos kD\sin k$ gives
\begin{equation}
U\sin kD+2t\sin k\cos kD=0 .
\end{equation}
Define the phase shift $\delta$ by $kD=(j-\tfrac12)\pi-\delta$, so that $\psi(x)\propto\cos(k|x|+\delta)$. Then $\sin kD=(-1)^{j-1}\cos\delta$ and $\cos kD=(-1)^{j-1}\sin\delta$, hence
\begin{equation}
\tan\delta(k)=-\frac{U}{2t\sin k},\qquad -\frac{\pi}{2}<\delta<0 .
\label{eq:delta}
\end{equation}
This branch vanishes with $U$. For $j=1,\dots,D-1$ the function $kD+\delta(k)-(j-\frac12)\pi$ is negative at $k=(j-\frac12)\pi/D$ and positive at $k=j\pi/D$, so a level lies between. The last level, for $U>2t/D$, is expelled above the band. In a long chain its orbital is $(-1)^xe^{-\kappa|x|}$ with $E_b=2t\cosh\kappa$. The central equation reads $2t\cosh\kappa=U+2te^{-\kappa}$, so $2t\sinh\kappa=U$ and
\begin{equation}
E_b=\sqrt{U^2+4t^2}.
\end{equation}

Put $2N$ particles on the chain. Free even levels have $k=(j-\frac12)\pi/D$ and odd ones $k=j\pi/D$. The impurity never pushes an even level in the band past the next odd one, so both ground states hold $N$ even and $N$ odd particles. The limit is $N\to\infty$ at fixed filling $N/D$ and fixed $U$, with
\begin{equation}
k_F=\frac{\pi N}{D},\qquad \delta_F=\delta(k_F),\qquad d=\frac{|\delta_F|}{\pi}.
\end{equation}
The claim is $|S|^2\simeq A\,N^{-d^2}$. The overlap $|S|$ itself has half this exponent.

\section{Back-of-envelope argument}

The overlap of two Slater determinants follows from anticommuting the operators of one past those of the other. This produces the signed sum over pairings, which is a determinant:
\begin{equation}
|S|^2=(\det M)^2,\qquad M_{mn}=\langle\varphi_m|\psi_n\rangle,\quad m,n\le N .
\end{equation}
The odd orbitals are the same in both states and contribute a factor 1.

Taking $\langle\varphi_m|H|\psi_n\rangle$ in two ways gives
\begin{equation}
(E_n-\varepsilon_m)\langle\varphi_m|\psi_n\rangle=U\varphi_m(0)\psi_n(0).
\label{eq:matrix}
\end{equation}
The free orbitals have $\varphi_m(0)^2=1/D$: at $kD=(m-\frac12)\pi$ the norm is $1+2\sum_{y=1}^{D-1}\sin^2ky=D-\sum_{y=1}^{D-1}\cos2ky$, and the last sum is $\frac12[\sin(2D-1)k/\sin k-1]=0$. The level spacing at the Fermi energy is $\Delta=2t\sin k_F\,\pi/D$. For weak $U$, an occupied and an empty level $x$ places apart therefore mix with amplitude
\begin{equation}
\frac{U/D}{x\Delta}=\frac{|\tan\delta_F|}{\pi x}\approx\frac dx .
\end{equation}
There are $x$ such pairs at separation $x$. The weight leaking out of the old Fermi sea is about $\sum_{x\lesssim N}x\,d^2/x^2\approx d^2\ln N$. Treating the leaks as independent gives $|S|^2\sim e^{-d^2\ln N}=N^{-d^2}$.

Each small leak is harmless, but there are enough of them at every energy scale to produce a logarithm. The argument cannot tell $\delta^2$ from $\tan^2\delta$ or $\sin^2\delta$, which agree at leading order in $U$. A strong impurity needs the determinant itself.

\section{The determinant as a product over pairs}

By (\ref{eq:matrix}), $M_{mn}=Ua_mb_n/(E_n-\varepsilon_m)$ with $a_m=\varphi_m(0)$ and $b_n=\psi_n(0)$. What remains is a Cauchy determinant:
\begin{equation}
\det\frac{1}{E_n-\varepsilon_m}=\frac{\prod_{i<j}(E_j-E_i)(\varepsilon_i-\varepsilon_j)}{\prod_{m,n}(E_n-\varepsilon_m)},\qquad i,j,m,n\le N .
\label{eq:cauchy}
\end{equation}
To see this, multiply the determinant by $\prod_{m,n}(E_n-\varepsilon_m)$. The result is a polynomial of degree $N^2-N$. It vanishes when two $E$'s or two $\varepsilon$'s coincide, so it contains every factor in the numerator. Those factors already have degree $N^2-N$, which leaves a constant. When each $E_n\to\varepsilon_n$, both sides approach $\prod_n(E_n-\varepsilon_n)^{-1}$, so the constant is 1.

The site weights follow from the rank-one form of the impurity. In the even channel $\det(1-|u\rangle\langle v|)=1-\langle v|u\rangle$, so
\begin{equation}
\frac{\prod_n(z-E_n)}{\prod_m(z-\varepsilon_m)}=\frac{\det(z-H)}{\det(z-H_0)}=1-U\sum_m\frac{a_m^2}{z-\varepsilon_m}.
\end{equation}
Exchanging $H$ and $H_0$ changes the sign of $U$ and gives $1+U\sum_nb_n^2/(z-E_n)$ for the inverse ratio. The residues at $\varepsilon_m$ and $E_n$ are
\begin{equation}
Ua_m^2=-\frac{\prod_n(\varepsilon_m-E_n)}{\prod_{m'\ne m}(\varepsilon_m-\varepsilon_{m'})},\qquad
Ub_n^2=\frac{\prod_m(E_n-\varepsilon_m)}{\prod_{n'\ne n}(E_n-E_{n'})},
\end{equation}
where the products now run over all $D$ levels.

Let $i\le N<j$ label occupied and empty levels. Write $V_\varepsilon$ and $V_E$ for the products of $|\varepsilon_m-\varepsilon_{m'}|$ and $|E_n-E_{n'}|$ over occupied pairs, and $C=\prod_{m,n\le N}|E_n-\varepsilon_m|$. Splitting each product into occupied and empty partners,
\begin{align}
\prod_{m\le N}Ua_m^2&=\frac{C}{V_\varepsilon^2}\prod_{i\le N<j}\frac{|E_j-\varepsilon_i|}{|\varepsilon_j-\varepsilon_i|},&
\prod_{n\le N}Ub_n^2&=\frac{C}{V_E^2}\prod_{i\le N<j}\frac{|\varepsilon_j-E_i|}{|E_j-E_i|}.
\end{align}
The square of (\ref{eq:cauchy}) is $V_\varepsilon^2V_E^2/C^2$. In the product of all three, everything internal to the occupied set cancels:
\begin{equation}
|S|^2=\prod_{i\le N<j}\frac{(E_j-\varepsilon_i)(\varepsilon_j-E_i)}{(\varepsilon_j-\varepsilon_i)(E_j-E_i)} .
\end{equation}
The absolute values can be dropped because $\varepsilon_i<E_i<\varepsilon_{i+1}$. Let $s_i=E_i-\varepsilon_i>0$ and $G=\varepsilon_j-\varepsilon_i$. The numerator is $(G+s_j)(G-s_i)=G(G+s_j-s_i)-s_is_j$, and $G+s_j-s_i=E_j-E_i$. Therefore
\begin{equation}
|S|^2=\prod_{i\le N<j}\left[1-\frac{s_is_j}{(\varepsilon_j-\varepsilon_i)(E_j-E_i)}\right].
\label{eq:product}
\end{equation}
This is an identity at any $N$ and $D$, and each factor lies between 0 and 1.

Seven sites with four particles ($D=4$, $N=2$) and $U=4t$ show it at work. In units of $t$ the free even levels are $-1.84776,\,-0.76537,\,0.76537,\,1.84776$ and the perturbed ones $-1.52076,\,-0.22999,\,1.27868,\,4.47207$. For the pair $(2,3)$ the shifts are $0.53538$ and $0.51331$ and the gaps, taken from the rounded levels, are $1.53074$ and $1.50867$, so the factor is
\begin{equation}
1-\frac{0.53538\times0.51331}{1.53074\times1.50867}=0.8810 .
\end{equation}
With the other three, $|S|^2=0.8810\times0.8857\times0.9771\times0.9613=0.733$. Diagonalizing the four-particle Hamiltonian gives the same value.

\section{Large $N$}

\subsection*{The logarithm}

The impurity moves an even level in the band by $|\delta|/D$ in $k$, which is $|\delta|/\pi$ of the spacing $\pi/D$. Near the Fermi level $s_i\simeq s_j\simeq d\Delta$, and both gaps in (\ref{eq:product}) are close to $(j-i)\Delta$. A factor becomes $1-d^2/(j-i)^2$, for any strength of the impurity. The quantity that enters is the level shift, and this is linear in $\delta$, not in $\sin\delta$ or $\tan\delta$.

Consider first a ladder where this form holds for all pairs, with $N$ occupied and $N'=D-N$ empty levels. Expand $-\ln(1-y)=y+\sum_{m\ge2}y^m/m$. For $N\le N'$ the number of pairs at separation $x$ is $x$ up to $N$, then $N$ up to $N'$, then $N+N'-x$. Replacing the last two sums by integrals,
\begin{align}
\sum_{i,j}\frac{1}{(j-i)^2}&\simeq(\ln N+\gamma)+\left(1-\frac{N}{N'}\right)+\left(\frac{N}{N'}-\ln\frac{N+N'}{N'}\right)\notag\\
&=\ln\frac{NN'}{N+N'}+1+\gamma ,
\end{align}
where $\gamma$ is Euler's constant. The result is symmetric in $N$ and $N'$, so it holds for $N>N'$ too. Higher powers converge:
\begin{equation}
\sum_{m\ge2}\frac{d^{2m}}{m}\sum_{x\ge1}\frac{x}{x^{2m}}=\sum_{m\ge2}\frac{\zeta(2m-1)}{m}\,d^{2m}\equiv c(d).
\end{equation}
The ladder gives $-\ln|S|^2=d^2[\ln\frac{NN'}{N+N'}+1+\gamma]+c(d)$. The coefficient of $\ln N$ is $d^2$ with no higher power of $d$.

\subsection*{The rest of the band}

Write $d(\varepsilon)=|\delta|/\pi$ at energy $\varepsilon$. Leaving the expelled level aside, the chain differs from the ladder in the quadratic term by a sum that tends to
\begin{equation}
\iint\frac{d(\varepsilon)d(\varepsilon')}{(\varepsilon'-\varepsilon)^2}\,d\varepsilon\,d\varepsilon'-\iint\frac{d^2}{(k'-k)^2}\,dk\,dk' ,
\end{equation}
with $\varepsilon,k$ occupied and $\varepsilon',k'$ empty. Ladder index and $k$ are proportional, hence the second integral. Each integral diverges at the Fermi point. The difference, written in $k$, has an integrand of order $1/(k'-k)$, which is integrable there. I omit $|k-k_F|<h$ and $|k'-k_F|<h$ from both and let $h\to0$ at the end. Splitting off
\begin{equation}
K=\iint\frac{d(\varepsilon)d(\varepsilon')-d^2}{(\varepsilon'-\varepsilon)^2}\,d\varepsilon\,d\varepsilon'
\end{equation}
leaves $d^2$ times a difference of elementary integrals of the form
\begin{equation}
\int_a^b\!dp\int_{c'}^{e}\!\frac{dq}{(q-p)^2}=\ln\frac{(c'-a)(e-b)}{(c'-b)(e-a)} .
\end{equation}
The Fermi energy lies $2t(1\mp\cos k_F)$ from the lower and upper band edges, and the excluded energy interval has width $2h\cdot2t\sin k_F$. The difference is
\begin{equation}
\ln\frac{4t^2\sin^2k_F}{4th\sin k_F\cdot4t}-\ln\frac{k_F(\pi-k_F)}{2h\pi}=\ln\frac{\pi\sin k_F}{2k_F(\pi-k_F)} .
\end{equation}
In the ladder $NN'/(N+N')=N(\pi-k_F)/\pi$. Adding the logarithms gives $\ln[N\sin k_F/(2k_F)]$.

The expelled level needs separate care, because its shift $E_b-2t$ does not shrink with $D$. Its partners have $s_i\simeq d(\varepsilon_i)\times$(spacing), so its factors contribute
\begin{align}
\beta&=\int_{-2t}^{\varepsilon_F}\frac{d(\varepsilon)\,(E_b-2t)}{(2t-\varepsilon)(E_b-\varepsilon)}\,d\varepsilon\notag\\
&=\int_{-2t}^{\varepsilon_F}d(\varepsilon)\left[\frac{1}{2t-\varepsilon}-\frac{1}{E_b-\varepsilon}\right]d\varepsilon .
\end{align}
Altogether
\begin{equation}
-\ln|S|^2=d^2\left[\ln\frac{N\sin k_F}{2k_F}+1+\gamma\right]+c(d)+K+\beta+O\!\left(\frac{\ln N}{N}\right).
\label{eq:law}
\end{equation}

The error has three sources. Shifts and gaps in the band carry relative corrections of order $1/N$, which multiply a sum of size $\ln N$. Close to a band edge the relative correction to a shift is larger, but the shifts there are of order $1/N^2$ and their partners are far away, so the total effect is $O(1/N)$. Replacing the sum by the integral costs $O(1/N)$, since the levels sit at the midpoints of their cells and the integrand is no worse than $1/(k'-k)$.

\subsection*{Limits and conditions}

As $U\to\infty$ at fixed filling, $d\to\frac12$ and the exponent approaches $\frac14$, its upper limit for this impurity.

For $U<0$ use $c_x\to(-1)^xc_x^\dagger$. Hopping is unchanged, $U$ changes sign up to a constant, and in the even channel $N\to D-N$. Since $\sin k_F$ is unchanged, so is the exponent; the constants are those of the exchanged problem.

The logarithm needs levels arbitrarily close to the Fermi energy on both sides. If both gaps in (\ref{eq:product}) stay above a fixed $g_0$, then $\sum_is_i+\sum_js_j=U$ (the trace of $H-H_0$) bounds the quadratic sum by $U^2/g_0^2$, and no logarithm appears. Interactions between the fermions lie outside this derivation, which uses single determinants throughout.

\section{Comparison}

For $U=4t$ at half filling, $\tan\delta_F=-2$, so $\delta_F=-1.107$ rad $=-63.4^\circ$, $d=0.3524$ and $d^2=0.1242$. The constants are $c=0.0100$, $K=0.0180$ and $\beta=0.1210$. With $k_F=\pi/2$,
\begin{equation}
-\ln A=0.1242\,(1+\gamma-\ln\pi)+0.0100+0.0180+0.1210=0.203,
\end{equation}
so $A=0.817$. The table compares determinants of the full chain with this law, in which nothing is fitted. The last column is an upper bound explained below.
\begin{center}
\begin{tabular}{rccc}
$N$ & $|S|^2$ & $AN^{-d^2}$ & $e^{-I}$\\
25 & 0.5463 & 0.5475 & 0.625\\
100 & 0.4606 & 0.4609 & 0.559\\
400 & 0.3879 & 0.3880 & 0.499
\end{tabular}
\end{center}
Between $N=200$ and $400$ the local exponent is $0.1240$.

At quarter filling the same $U$ gives a different Fermi-level phase shift and $d^2=0.1535$. The local exponent between $N=400$ and $800$ is $0.1536$. This confirms that $\delta$ is to be taken at the Fermi level.

\subsection*{What the independent-leak estimate gives}

The estimate of Section 2 can be made into a bound. Let $B$ hold the overlaps of occupied $\varphi_i$ with empty $\psi_j$. Completeness gives $MM^T=1-BB^T$. If $\lambda$ are the eigenvalues of $BB^T$, then $\ln(1-\lambda)\le-\lambda$ yields
\begin{equation}
|S|^2=\prod_\lambda(1-\lambda)\le e^{-I},\qquad I=\sum_{i\le N<j}\langle\varphi_i|\psi_j\rangle^2 .
\end{equation}
For a perturbed orbital $\sin^2kD=\cos^2\delta$ and the norm is $D+O(1)$, so near the Fermi level $\psi_j(0)^2\simeq\cos^2\delta_F/D$. With $E_j-\varepsilon_i\simeq(x+d)\Delta$, where $x=j-i$, and $U/(D\Delta)=|\tan\delta_F|/\pi$,
\begin{equation}
\langle\varphi_i|\psi_j\rangle^2\simeq\frac{\tan^2\delta_F\cos^2\delta_F}{\pi^2(x+d)^2}=\frac{\sin^2\delta_F}{\pi^2(x+d)^2}.
\end{equation}
Summing over the $x$ pairs at each separation, $I$ grows as $(\sin^2\delta_F/\pi^2)\ln N$. For $U=4t$ the coefficient is $0.0811$, and the computed growth agrees. The bound holds but decays too slowly. The missing $(\delta_F^2-\sin^2\delta_F)/\pi^2$ comes from the discarded terms $\lambda^2/2+\lambda^3/3+\dots$, whose sum must therefore also grow as $\ln N$. The leaks are not independent, except at leading order in $\delta$.

\subsection*{Several channels}

When parity or spin separates the problem, the determinant factorizes and exponents add. A weakened bond shows this with two scattering channels. Take an even number of sites at half-integer $x$, and reduce the central hopping from $t$ to $t-g$, with $0<g<t$. In the combinations $(c_{1/2}\pm c_{-1/2})/\sqrt2$ the change is a site energy $+g$ for even and $-g$ for odd parity. Each channel thus has a rank-one impurity, so the pair product holds in it and gives the exponent $(\delta/\pi)^2$ with that channel's Fermi-level phase shift. No level leaves the band here, so $\beta$ is absent from (\ref{eq:law}). The other terms rest on level shifts alone and keep their form, with $d(\varepsilon)$ taken from the channel's own phase shift.

For $x>0$ let $\psi=\cos(kx+\delta_e)$ or $\sin(kx+\delta_o)$. Comparing the equation at $x=\frac12$ with the free recursion continued to $x=-\frac12$ gives
\begin{align}
(t-g)\cos(\tfrac k2+\delta_e)&=t\cos(\tfrac k2-\delta_e),&
(t-g)\sin(\tfrac k2+\delta_o)&=t\sin(\tfrac k2-\delta_o).
\end{align}
Expanding and collecting $\sin\delta$ and $\cos\delta$,
\begin{align}
\tan\delta_e&=-\frac{g\cot(k/2)}{2t-g},&\tan\delta_o&=\frac{g\tan(k/2)}{2t-g}.
\end{align}
At half filling with $g=0.8t$ the phase shifts are $\mp0.588$ rad. Each channel contributes $0.0350$, in total $0.0701$. The local exponent from the full determinant, between 200 and 400 particles per channel, is $0.0695$.

\subsection*{Size of the effect}

For $U=4t$, half filling and $N=10^8$, the law gives $|S|^2=0.8166\times10^{-0.1242\times8}=0.083$ for one spin species. Two species square this to $0.0069$. For one species, $|S|^2$ falls to one per cent at $N\approx10^{15.4}$. The ground states become orthogonal in the limit $N\to\infty$, but so slowly that the overlap of a long finite chain need not be negligible. The numerical check covers the identities, the phase shifts and the asymptotic law at the sizes quoted; the values at $N=10^8$ and beyond are extrapolations by (\ref{eq:law}).

\section*{Calculated quantities}
\begin{verbatim}
Main case: U = 4.0 t, half filling, kF = pi/2
phase shift delta = -1.10715 rad = -63.43 deg
d = |delta|/pi = 0.35242, exponent d^2 = 0.12420
bound-exponent sin^2(delta)/pi^2 = 0.08106
7 sites, 4 particles; even levels in units of t:
  free       -1.84776   -0.76537    0.76537    1.84776
  perturbed  -1.52076   -0.22999    1.27868    4.47207
  pair factor (1,3) = 0.97705
  pair factor (1,4) = 0.96125
  pair factor (2,3) = 0.88100
  pair factor (2,4) = 0.88565
  |S|^2: pair product 0.732814, many-body states 0.732814
expelled level E_b = 4.47214 t (band top 2 t)
constants: c = 0.01000, K = 0.01799, beta = 0.12096, A = 0.81655
N per channel, |S|^2 from determinant, A*N^(-d^2), exp(-I)
    25  0.54632  0.54748  0.62519
    50  0.50178  0.50232  0.59105
   100  0.46064  0.46088  0.55877
   200  0.42275  0.42287  0.52824
   400  0.38793  0.38799  0.49938
local exponent, N = 200 to 400: 0.12400 (law 0.12420)
growth of I per unit ln N, same N: 0.08106
D*psi(0)^2 at Fermi level: 0.20000 (cos^2 delta = 0.20000)
U/t, filling, local exponent N = 400 to 800, d^2, |S|^2(800), law
   1.0  1/2  0.02178  0.02178  0.83907  0.83907
   4.0  1/2  0.12410  0.12420  0.35596  0.35598
  16.0  1/2  0.21172  0.21198  0.16273  0.16276
   4.0  1/4  0.15358  0.15353  0.30347  0.30345
weak bond, g = 0.8 t: delta_even = -0.58800 rad, delta_odd = 0.58800 rad
  exponent per channel 0.03503, sum 0.07006
  local exponent, 200 to 400 per channel: 0.06949
N = 1e+08 per channel: |S|^2 = 0.0829 (one spin), 0.00687 (two spins)
|S|^2 = 0.01 (one spin) at log10 N = 15.39
\end{verbatim}
